# Peak Image Intensity of an Unresolved Square Mask Opening

## Problem

A photomask carries one square opening in an otherwise opaque film. A plane wave of vacuum wavelength $\lambda$ falls on it at normal incidence, and a reduction lens of image-side numerical aperture $NA$ forms its image in air. The opening is much too small to be resolved.

Treat the mask as thin: the transmitted amplitude is 1 inside the opening and 0 outside. Treat light as a scalar wave and the lens as free of aberrations and in focus. Measure lengths at wafer scale, so that a mask width $W$ corresponds to $w=W/M$, where $M$ is the reduction factor. Normalize intensity to 1 for a completely clear mask.

1. Show that the peak image intensity is proportional to $w^4$ when $w\ll\lambda/NA$, and find the factor in front.
2. Find the first correction for a finite width.
3. By how much does the peak change if both sides are 1 % too large, or 1 % too small?
4. Evaluate the results for $\lambda=365$ nm, $NA=0.50$, $M=5$ and $w=150$ nm. Judge how far a real mask could move the answer.

## Hints

**Hint 1.** Decompose the light leaving the mask into plane waves. The lens passes those within a disk of spatial frequencies and removes the others.

**Hint 2.** To locate the peak, look at the sign of the opening's spectrum inside that disk.

**Hint 3.** A very small opening has a very broad spectrum. What does the part inside the disk look like?

**Hint 4.** For the correction, expand the spectrum to second order in frequency and average over the disk.

**Hint 5.** For the width error, take the ratio of two intensities. All fixed factors cancel.

## Solution

### The image as a sum of plane waves

Let $\mathbf f=(f_x,f_y)$ be the spatial frequency at wafer scale. A plane wave arriving at angle $\theta$ to the axis has $|\mathbf f|=\sin\theta/\lambda$, so the lens passes

$$|\mathbf f|\le F,\qquad F=\frac{NA}{\lambda}.$$

The spectrum of the opening is the product of two equal one-dimensional integrals. The first is

$$\int_{-w/2}^{w/2}e^{-2\pi i f_xx}\,dx
=\frac{e^{i\pi f_xw}-e^{-i\pi f_xw}}{2\pi i f_x}
=\frac{\sin(\pi f_xw)}{\pi f_x}
=w\,\mathrm{sinc}(wf_x),$$

with $\mathrm{sinc}\,u=\sin(\pi u)/(\pi u)$ and $\mathrm{sinc}\,0=1$. Hence

$$T(\mathbf f)=w^2\,\mathrm{sinc}(wf_x)\,\mathrm{sinc}(wf_y).$$

Adding the waves that pass the lens gives the image amplitude

$$U(\mathbf x)=\int_{|\mathbf f|\le F}T(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f .$$

A clear mask contains the zero frequency alone. The lens passes it unchanged, so $U=1$, as the normalization requires.

### Where the peak lies

Define the dimensionless width

$$q=wF=\frac{w\,NA}{\lambda}.$$

Inside the disk, $|wf_x|$ and $|wf_y|$ do not exceed $q$. The function $\mathrm{sinc}\,u$ is positive for $|u|<1$, so $T>0$ throughout the disk if $q<1$. The magnitude of a sum cannot exceed the sum of the magnitudes:

$$|U(\mathbf x)|\le\int_{|\mathbf f|\le F}T(\mathbf f)\,d^2f=U(0).$$

The peak is therefore at the centre, where all the waves arrive in phase.

### The fourth power

For $q\ll1$ both sinc factors are close to 1 over the whole disk, and $T\approx w^2$. The disk has area $\pi F^2$, so

$$U(0)\approx w^2\pi F^2=\pi q^2 .$$

Squaring gives the peak intensity

$$\boxed{I\approx\pi^2q^4=\pi^2\left(\frac{NA}{\lambda}\right)^4w^4 .}$$

The amplitude is proportional to the open area $w^2$, and the intensity is its square.

An energy balance gives the same power. The power leaving the opening is proportional to $w^2$. By Parseval's theorem the power reaching the image is, in the same units,

$$\int|U|^2d^2x=\int_{|\mathbf f|\le F}|T|^2d^2f\approx w^4\pi F^2 .$$

The lens thus collects a fraction $w^4\pi F^2/w^2=\pi q^2$ of the transmitted power. A smaller opening passes less light and also spreads it over a wider range of angles, so that less of it enters the lens. Each effect supplies a factor $w^2$.

The image spot does not shrink with the opening. With $T\approx w^2$ the amplitude is

$$U(\mathbf x)\approx w^2\int_{|\mathbf f|\le F}e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f,$$

whose shape depends on $F$ alone. This is what "unresolved" means here: the width sets the brightness of the spot, and the lens sets its form.

### The first correction

For small $u$, $\sin(\pi u)=\pi u-(\pi u)^3/6+\dots$, so $\mathrm{sinc}\,u\approx1-\pi^2u^2/6$. Multiplying the two factors and keeping second order,

$$T\approx w^2\left[1-\frac{\pi^2w^2}{6}(f_x^2+f_y^2)\right].$$

The mean of $f^2=f_x^2+f_y^2$ over the disk is

$$\langle f^2\rangle=\frac{1}{\pi F^2}\int_0^F f^2\,2\pi f\,df
=\frac{2}{F^2}\,\frac{F^4}{4}=\frac{F^2}{2}.$$

Therefore

$$U(0)\approx\pi q^2\left(1-\frac{\pi^2q^2}{12}\right),\qquad
I\approx\pi^2q^4\left(1-\frac{\pi^2q^2}{6}\right),$$

where squaring doubled the small term and the neglected relative terms are of order $q^4$.

The sensitivity to width is the local exponent $p=d\ln I/d\ln w$. At fixed $\lambda$ and $NA$, $d\ln w=d\ln q$. Using $\ln(1-\epsilon)\approx-\epsilon$,

$$p=q\frac{d}{dq}\left(4\ln q-\frac{\pi^2q^2}{6}\right)=4-\frac{\pi^2q^2}{3}.$$

The fourth power is thus a limiting law. By this series, $p$ stays within 1 % of 4 if $\pi^2q^2/3<0.04$, that is, $q<0.11$. This range belongs to the thin-mask model. For $M=5$, $\lambda=365$ nm and $NA=0.50$, $q=0.11$ means a mask opening of about 400 nm, close to the wavelength, where a real mask can no longer be trusted to act as a thin one. In the opposite limit, $w\to\infty$, the intensity at the centre tends to the clear-mask value 1, so no power law can persist there.

### The effect of a width error

Let both sides change from $w$ to $w(1+e)$. In the leading law

$$\frac{I(w+ew)}{I(w)}=(1+e)^4=1+4e+6e^2+4e^3+e^4 .$$

For $e=+0.01$ the change is $0.04+0.0006+0.000004+\dots$, or **+4.06 %**. For $e=-0.01$ the second-order term keeps its sign while the first reverses, and the change is **−3.94 %**. The rule "four times the relative width error" is the first term. The relative error is the same on the mask and at wafer scale because $M$ cancels.

### Numbers for an i-line case

The dimensionless width is

$$q=\frac{150\times0.50}{365}=0.2055 .$$

The opening is about one fifth of $\lambda/NA=730$ nm. The leading law gives an amplitude $\pi q^2=0.1326$ and an intensity $0.1326^2=0.0176$. The correction factor is $1-\pi^2q^2/6=0.931$.

Numerical integration of the full scalar model, without the small-$q$ expansion, gives 0.933 times the leading intensity, or $I=0.0164$. The local exponent is 3.86, both from the series and from the full integral. A width error of +1 % then changes the peak by +3.9 %, and −1 % changes it by −3.8 %. At this size the finite width already matters more than the difference between $4e$ and $(1+e)^4-1$.

On the mask the opening measures 750 nm, so 1 % is 7.5 nm. The peak receives 1.6 % of the clear-field dose. The model therefore describes a small pinhole or an auxiliary opening better than a contact hole meant to print at ordinary dose.

### What the illumination and the lens change

**Partial coherence.** A real source has a finite size. Let it fill a disk of radius $\sigma F$ in frequency. A source point at $\mathbf f_s$ shifts the spectrum to $T(\mathbf f-\mathbf f_s)$, and the intensities from different source points add. The mean of $|\mathbf f-\mathbf f_s|^2$ over the pupil is $F^2/2+f_s^2$, since the cross term averages to zero. Over the source, $f_s^2$ has mean $\sigma^2F^2/2$. The correction in $I$ therefore grows from $\pi^2q^2/6$ to $\pi^2q^2(1+\sigma^2)/6$, and

$$p\approx4-\frac{\pi^2q^2}{3}(1+\sigma^2).$$

The leading fourth power survives as long as $q$ and $\sigma q$ are both small. For $\sigma=0.5$, numerical averaging over the source lowers the central intensity by 1.7 % and gives $p=3.83$.

**Defocus.** A displacement $z$ from focus multiplies each wave by $P=\exp[2\pi iz(\cos\theta-1)/\lambda]$. To leading order $U(\mathbf x)$ is still $w^2$ times a function that does not contain $w$, so the power is unchanged. At $z=500$ nm the central intensity is 0.89 of its focused value, while $p$ at fixed defocus remains 3.86.

**Polarization.** For light polarized along $x$, the field component along $x$ carries an azimuthal mean factor $(1+\cos\theta)/2$. Conservation of power in the lens adds $\sqrt{\cos\theta_m/\cos\theta}$, where $\sin\theta_m=\sin\theta/M$ on the mask side. Together these weights change the peak in air by about 0.1 % at this aperture and leave $p$ at 3.86. A further factor $1/\cos\theta_m$ on the in-plane component at the mask is of the same size and reverses the sign of this change, so only its smallness, below about 0.2 %, should be retained.

### What a real mask changes

The chosen wavelength, aperture and reduction lie in the regime of an i-line stepper. For the mask, take a chromium film 100 nm thick on silica, with refractive indices $n_2=1.4+3.3i$ and $n_1=1.47$. These are rough typical values. Three departures from the thin opaque mask can be sized.

**Leakage through the film.** Let $n_3=1$ for air, $d$ be the film thickness and $k_0=2\pi/\lambda$. One pass through the film multiplies the amplitude by $s=e^{ik_0n_2d}$. At an interface, continuity of the field and its normal derivative gives

$$t_{ab}=\frac{2n_a}{n_a+n_b},\qquad r_{ab}=\frac{n_a-n_b}{n_a+n_b}.$$

Summing the repeated reflections, with $r_{21}=-r_{12}$,

$$t_{\rm film}=t_{12}\,s\,t_{23}\left[1+r_{23}r_{21}s^2+\dots\right]
=\frac{t_{12}t_{23}s}{1+r_{12}r_{23}s^2}.$$

Relative to the clear mask, whose amplitude over the same depth is $t_{13}e^{ik_0d}$, the leakage has magnitude 0.0034. That seems negligible, but the opening's own peak amplitude is only about 0.13. The ratio is $\rho=0.026$.

If the two fields are in phase, $I\propto(aw^2+b)^2$ with $b/(aw^2)=\rho$. Differentiation gives

$$p=\frac{4aw^2}{aw^2+b}=\frac{4}{1+\rho}=3.90 .$$

If they are opposed, $p=4/(1-\rho)=4.11$. With the phase computed from the rough indices, the full scalar exponent falls from 3.86 to 3.76, close to the in-phase case.

This small shift depends on the film being very dense. The leakage varies exponentially with absorption and thickness. A film that passes $10^{-3}$ of the clear-mask intensity has a leakage amplitude of 0.032, so $\rho\approx0.25$, and the leading exponent can lie anywhere from about 3.2 to 5.3, depending on the phase. For such a film the leakage must be included in the calculation.

**Thickness of the film.** Replace the opening by a square hole of side $W$ and depth $d$ in a perfect conductor. Let the field point along $x$. It must vanish on the walls $y=0$ and $y=W$, to which it is parallel; it may stay uniform along $x$. A uniform entrance field of unit amplitude is then

$$E_x=\sum_{n\ \rm odd}\frac{4}{n\pi}\sin\frac{n\pi y}{W}.$$

Each term acquires a factor $e^{ik_nd}$ with $k_n=\sqrt{k_0^2-(n\pi/W)^2}$; a term with imaginary $k_n$ decays. The lens accepts only small angles on the mask side, up to $\sin\theta_m=NA/M=0.10$, so the mean exit field is a fair measure of what it collects. Since $\sin(n\pi y/W)$ has mean $2/(n\pi)$ for odd $n$, that mean is

$$g=\sum_{n\ \rm odd}\frac{8}{\pi^2n^2}e^{ik_nd}.$$

For $W=750$ nm and $d=100$ nm the sum gives $|g|^2=0.79$. In this estimate the peak falls by about 21 %, and the leading exponent rises from 4 to 4.10 because $g$ itself depends on $W$. Reflection and diffraction at the two ends of the hole are neglected. A wave diffracted from one edge to the opposite one arrives with a phase near $k_0W$, which changes quickly with $W$. Such waves move the exponent by a few tenths and can reverse the sign of the shift found here. A full field solution for conducting slits, one for each pair of walls with the two amplitudes multiplied, gives a loss of about 16 % and a leading exponent near 3.8 at $W=750$ nm; the exponent runs from about 4.2 to 3.7 as $W$ goes from 690 to 820 nm. Only the rough size of the loss should be taken from the simple estimate.

**Penetration into the walls.** Chromium is not a perfect conductor. The field amplitude in it decays over

$$\delta=\frac{\lambda}{2\pi\,\mathrm{Im}\,n_2}=\frac{365}{2\pi\times3.3}=17.6\ \text{nm}.$$

As a scale estimate, move each edge outward by $\delta$. Then $I\propto(W+2\delta)^4$ and

$$p=\frac{4W}{W+2\delta}=\frac{4}{1+35.2/750}=3.82 .$$

Taken literally, this would raise the peak by a factor $(1+35.2/750)^4\approx1.20$, but the outward shift is not a good picture for all four edges. In slit solutions for chromium, the walls parallel to the field pass about 8 % more intensity than a perfect conductor, the walls normal to it about 8 % less, and the two nearly cancel. The estimate shows only that $\delta/W$ is not negligible.

These estimates should not simply be added, since the last two describe parts of one field problem. For the dense film assumed here, they suggest an error of 10 to 20 % in the absolute peak. Each estimate moves the exponent by 0.1 to 0.2, and the neglected edge diffraction may move it by a few tenths. For this opening in such a film, "about 4 % in intensity for 1 % in width" is only a rough statement and probably an overestimate. Slit solutions of Maxwell's equations for this chromium film, multiplied for the two directions, put the peak 12 to 14 % below the thin-mask value and the exponent at about 3.4 to 3.6. A sharper value would need a three-dimensional solution for the actual mask.

## Variation 1: an error in one side

**Question.** The sides are $w_x$ and $w_y$, both unresolved. What happens if $w_x$ alone is 1 % too large? What if one side is 1 % too large and the other 1 % too small?

**Solution.** The flat part of the spectrum is now $T\approx w_xw_y$, so

$$I\approx\pi^2F^4w_x^2w_y^2 .$$

With $w_y$ fixed, the intensity changes by $1.01^2-1=+2.01$ %. This is about half the previous result because the open area grows by 1 % instead of about 2 %.

For opposite errors the area changes by the factor $1.01\times0.99=0.9999$. Its square is 0.9998, a change of −0.02 %. To leading order the peak measures the area of the opening and is insensitive to its shape. It barely responds to a small error that turns a square into a rectangle of the same area. Shape enters at the next order through $w_x^2+w_y^2$: at $q=0.2055$ a 2:1 rectangle of the same area is 1.7 % dimmer than the square.

The result requires both sides to be unresolved. For a slot very long in $y$, the spectrum is confined to $f_y=0$, and the peak amplitude becomes

$$U(0)=\int_{-F}^{F}w_x\,\mathrm{sinc}(w_xf_x)\,df_x\approx2Fw_x .$$

Then $I\approx4F^2w_x^2$: a narrow slot follows a square law in its width.

## Variation 2: a self-luminous opening

**Question.** Suppose that every point of the square emitted independently, with no fixed phase between neighbouring points. How would the peak depend on $w$?

**Solution.** The image amplitude of one point is

$$h(\mathbf x)=\int_{|\mathbf f|\le F}e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f,\qquad h(0)=\pi F^2 .$$

For independent emitters the intensities add, not the amplitudes. At the centre of a small opening

$$I_{\rm inc}\propto\int_{\rm opening}|h|^2d^2x\approx w^2(\pi F^2)^2 .$$

An unlimited luminous area would give $\int|h|^2d^2x=\pi F^2$, by Parseval's theorem. Dividing by this value normalizes the result:

$$I_{\rm inc}\approx\frac{w^2\pi^2F^4}{\pi F^2}=\pi q^2 .$$

The intensity now follows the square of the width, and a 1 % error in both sides changes it by +2.01 %.

The difference lies in the phases. In the coherent case, doubling the open area doubles the amplitude and quadruples the intensity. With independent emitters it merely doubles the intensity. An ordinary mask lit by an extended source does not reach this second case when its opening is small: if $\sigma q\ll1$, the light is nearly in phase across the opening for every source point, and the fourth power holds.
